# Accelerated Metropolis moves in spherical polar coordinates about the nearest nucleus, part 2

In all-electron variational Monte Carlo, one Cartesian step size suits core and valence poorly. Polar moves about the nearest nucleus instead scale their radial window with the distance \(r\) to it. Lengths are in pm, \(a_0=52.9177\) pm, \(\kappa=Z/a_0\).

One electron moves from \(\mathbf r_i\) to \(\mathbf r_f\), with target \(\rho=|\Psi|^2\) and proposal density \(T(f|i)\) per unit volume:
\[
A=\min\left[1,\frac{\rho_f\,T(i|f)}{\rho_i\,T(f|i)}\right].
\]
The window is \(r_f\in[r_i/\Delta,\,r_i\Delta]\), with \(u=\ln r\), \(\delta=\ln\Delta\). The cosine \(\mu\) between old and new directions is uniform on the cone \(\mu\ge c\), and the azimuth \(\phi\) is uniform. The power family is \(T\propto r_f^{-\alpha}\); \(\alpha=3\) is the log-uniform move ("log"). The weighted move ("wt") draws \(r_f\) from \(r^{1/2}|\Psi|\), normalised over the window, or uses a model \(\tilde\Psi\) for \(\Psi\).

With primes measured from the nucleus nearest \(\mathbf r_f\), the log-uniform ratio, called \(J\) in the code, is
\[
\frac{T(i|f)}{T(f|i)}=\frac{r_f^3\,[1-c(r_i,r_f)]}{r_i'^3\,[1-c(r_i',r_f')]},
\]
and it is zero when \(|\ln(r_i'/r_f')|>\delta\) or \(\mu'<c(r_i',r_f')\) (the domain check).

The correlation time \(\tau\) of an observable \(f\) counts single-electron moves; \(\tau_r,\tau_z\) are for \(f=r,z\). With transition operator \(P\) and \(\tilde f=f-\langle f\rangle\), \(g\) solves \((1-P)g=\tilde f\), and
\[
\tau+1=2\langle\tilde fg\rangle/\langle\tilde f^2\rangle .
\]
For a pair, \(r_<\) and \(r_>\) are the smaller (core) and larger (valence) radius.

For one 1s shell, \(\rho\propto e^{-2\kappa r}\), \(\langle r\rangle=3/(2\kappa)\) and \(f=r\), small Cartesian (Gaussian, width \(\sigma\) per component), log-uniform and weighted steps give, in order,
\[
\tau+1\approx\frac{4}{(\kappa\sigma)^2}(1+1.596\,\kappa\sigma),\qquad\frac{4}{\delta^2}(1+0.504\,\delta),\qquad\frac{4}{\delta^2}.
\]
For \(\kappa\sigma\gg1\), \(\tau\to C(\kappa\sigma)^3\), with \(C=1.988\) at the largest steps solved. The best Cartesian step is \(\kappa\sigma=1.10\), \(\tau=19.67\). Polar times do not depend on \(\kappa\): log-uniform 6.33, 4.21, 3.68 at \(\Delta=3,5,8\); weighted 3.39 at \(\Delta=3\).

### Two shells

Model a core and a valence shell as independent 1s densities with ratio \(R=\kappa_c/\kappa_v\), sharing one \(\sigma\), and set \(x=\kappa_c\sigma\). For \(R\gg1\) the worse of the two times is least where the rising core branch meets the falling valence branch:
\[
Cx^3=\frac{4R^2}{x^2}\;\Rightarrow\;x=\left(\frac{4R^2}{C}\right)^{1/5},\qquad\tau=Cx^3\propto R^{6/5}.
\]
For \(R=100\), \(x=(4\times10^4/1.988)^{1/5}=7.26\) and \(\tau\approx760\); the full curves cross at \(x=7.35\), \(\tau=832\). At \(R=300\) they give 2968, and \(\ln(2968/832)/\ln3=1.158\). For local slopes \(-a\) and \(b\) of the two branches the same algebra gives the exponent \(ab/(a+b)\), which falls when either slope falls. The factor \(1+1.596\,\kappa_v\sigma\) makes \(a<2\), and the core branch has not yet reached \(b=3\): at the crossings \(a=1.88\), \(b=2.90\) for \(R=100\) and \(a=1.94\), \(b=2.96\) for \(R=300\), which give local exponents 1.14 and 1.17. The polar time in this model is the same for both shells at any \(R\).

## Worked example: beryllium

The trial function is restricted Hartree–Fock in 20 even-tempered s Gaussians, with \(E=-63.53\) aJ and virial ratio 2.00000. It has no electron correlation, no Jastrow factor and no exact nuclear cusp. \(|\Psi|^2\) factorises by spin, and one spin pair has density \([\varphi_{1s}(r_1)\varphi_{2s}(r_2)-\varphi_{2s}(r_1)\varphi_{1s}(r_2)]^2\), a function of the two radii. Each move picks one electron of the pair at random. The equation for \(g\) is solved on a two-dimensional radial grid by conjugate gradients; refining the grid changes the log-uniform \(\Delta=3\) times by less than 2%; the other rows were not refined, so none should be read more closely than that. The means are \(\langle r_<\rangle=21.39\) pm and \(\langle r_>\rangle=140.8\) pm.

| move | acceptance | \(\tau(r_<)\) | \(\tau(r_>)\) |
|---|---|---|---|
| \(\sigma=15\) pm | 0.630 | 41.6 | 235.8 |
| \(\sigma=25\) pm | 0.504 | 54.8 | 103.3 |
| \(\sigma=40\) pm | 0.395 | 124.3 | 54.1 |
| \(\sigma=90\) pm | 0.220 | 854.1 | 29.2 |
| log, \(\Delta=3\) | 0.612 | 13.5 | 9.8 |
| log, \(\Delta=8\) | 0.399 | 7.6 | 8.8 |
| weighted, \(\Delta=3\) | 0.908 | 7.9 | 5.0 |
| weighted, \(\Delta=8\) | 0.809 | 3.6 | 3.5 |

The core column can be compared with the one-shell results. If the two electrons were independent, \(P=\tfrac12(P_1+P_2)\) would act on a function of electron 1 as \(\tfrac12(P_1+1)\), so \(1-P=\tfrac12(1-P_1)\) and \(\tau+1\) doubles. For log-uniform \(\Delta=3\) this predicts \(2(6.33+1)-1=13.7\) against 13.5, and for weighted \(\Delta=3\), \(2(3.39+1)-1=7.8\) against 7.9. At \(\Delta=8\) the prediction \(2(3.68+1)-1=8.4\) exceeds 7.6 by about 10%; at \(\Delta=5\) the prediction \(2(4.21+1)-1=9.4\) already exceeds 8.9 by 6%, so the independent-shell estimate degrades gradually as the window widens; the cause was not tested. An effective \(\kappa_c=3/(2\times21.39\text{ pm})=0.0701\ \text{pm}^{-1}\) puts the best core step at \(1.10/0.0701\approx16\) pm with \(2(19.67+1)-1=40.3\), close to 41.6 at 15 pm. Beryllium is not in the asymptotic regime: the local slopes are \(\ln(854.1/314.8)/\ln(90/60)=2.46\) for the core and \(\ln(103.3/235.8)/\ln(25/15)=-1.62\) for the valence, short of 3 and \(-2\).

Among the scanned values the least worst-case times are 103.3 (25 pm), 8.8 (log, \(\Delta=8\)) and 3.6 (weighted, \(\Delta=8\)), with ratios of about 12 and 28. These are not ratios of optima. The Cartesian branches cross between 25 and 40 pm; power-law interpolation places the crossing at the fraction \(\ln(103.3/54.8)/[\ln(124.3/54.8)+\ln(103.3/54.1)]=0.634/1.466=0.43\) of the interval in \(\ln\sigma\), where \(\tau\approx54.8\,(124.3/54.8)^{0.43}\approx78\). The gain of the log-uniform move is then about \(78/8.8\approx9\). The log-uniform worst case is 8.9 at \(\Delta=5\) (core) and 8.8 at \(\Delta=8\) (valence), and the same interpolation puts the crossing between them near 8.4, while the weighted one is still falling at the edge of the scan. Acceptance does not rank the moves: the Cartesian and log-uniform rows with acceptance 0.395 and 0.399 differ by a factor of 16 in \(\tau(r_<)\).

Three-dimensional walkers test the grid. At \(\sigma=40\) pm they give 117.8(4.6) and 57.2(2.7); at log \(\Delta=3\), 13.1(0.5) and 10.3(0.4). They reproduce the analytic integrals for the pair, \(\langle\sum r^2\rangle=24249\ \text{pm}^2\) and \(\langle\sum1/r\rangle=0.07945\ \text{pm}^{-1}\), within two standard errors. For equal numbers of moves the estimated error bar on \(\sum1/r\), which sets the electron–nucleus energy, is 0.00158 against 0.00020 pm\(^{-1}\). The squared ratio of these two numbers is not a reliable gain. Since \(\langle r^{-4}\rangle\) diverges at the nucleus, the sample variance behind each error bar has no finite variance of its own, and a single walker held close to the nucleus can dominate it. The Cartesian run is the more exposed, because at \(\sigma=40\) pm a core electron stays in place for long stretches. The weighted Be rows use the exact \(|\Psi|\) at fixed spectator radius in the proposal and its normalisation, so they do not show the times of a simplified model \(\tilde\Psi\); they were not checked by walkers.

## Cost

The wave-function ratio is the same as for a Cartesian move. The log-uniform move adds one power, one rotation and two nearest-nucleus searches, each linear in the number of nuclei without a neighbour list. The weighted move adds a draw from the model and two normalisations; for \(\tilde\Psi=e^{-\kappa r}\) the radial density \(r^{1/2}e^{-\kappa r}\) is a truncated gamma density of shape \(3/2\), sampled by inverting the incomplete gamma function. Run times were not measured, so the gains above are per move.

## Stability and failure modes

Detailed balance holds for any \(\Delta>1\) and any symmetric cone, so these parameters change \(\tau\) and not the stationary density. The faults below either break the balance or limit the gain.

**Missing Jacobian.** A log-uniform draw accepted with \(\rho_f/\rho_i\) has density \(\rho\) in \(u\), that is \(\rho/r^3\) in volume. If \(\rho(0)\neq0\) this is flat as \(u\to-\infty\) and cannot be normalised. For \(\kappa r\ll1\) nearly every move is accepted, and the decay of \(\rho\) acts as a wall at large \(u\). A reflected walk with variance \(\delta^2/3\) per step has mean distance \(\sqrt{2(\delta^2/3)t/\pi}\) from the wall at large \(t\). For \(\delta=1\) the predicted drop between \(t=100\) and 400 is \(\sqrt{2/3\pi}\,(20-10)=4.61\); the walkers go from \(-5.31\) to \(-10.14\), a drop of 4.83, 5% above the prediction. Propagating the distribution on a grid gives 4.87, so the excess is not sampling noise: the large-\(t\) law is not yet accurate at these times. A fall of \(\langle\ln r\rangle\) that slows as \(\sqrt t\) but does not level off is the diagnostic.

**Reverse move about the wrong nucleus.** The model \(\psi=e^{-r_A/a_0}+2e^{-2r_B/a_0}\), with centres 105.84 pm apart, \(\Delta=3\) and \(c=-1/[1+(\bar r/a_0)^2]\), \(\bar r=(r_i+r_f)/2\), was sampled both ways. Quadrature gives a mean distance to the nearest nucleus of 61.75 pm and a mean square of 5297 pm². The correct rule gives 61.76 pm and 5294 pm². Using \((r_f/r_i)^3\) about the starting nucleus gives 63.13 pm and 5588 pm², errors of 2% and 5% relative to quadrature and up to 18.3 standard errors. At this \(\Delta\) the faulty chain returns plausible values, so a single run does not expose it. The size and sign of the error depend on \(\Delta\): the same rule gives a mean distance of about 56 pm at \(\Delta=2\) and 68 pm at \(\Delta=8\), so \(\Delta=3\) lies near a sign change of the bias and understates it. Comparison with a reference such as quadrature does, and so can a second run at another \(\Delta\), because correct averages do not depend on \(\Delta\).

**Rejections at cell boundaries.** The correct rule discards every crossing move whose reverse lies outside the other window or cone. Correlation times in bonding regions were not computed here.

**Asymmetric cone.** A cone depending on \(r_i\) alone makes the domain non-reciprocal; the check and the factors \(1-c\) are then needed for detailed balance even with one nucleus, and the reverse move must use the cone with its arguments swapped, \(c(r_f',r_i')\), in both the check and \(J\).

**Angular structure.** The Be and 1s targets are functions of radii, so acceptance is independent of the cone. With p orbitals, a Jastrow factor or neighbouring nuclei, \(\rho\) depends on direction, and the transverse step, of order \(r\) times the cone angle, can cause rejection. The times above do not cover that case, nor the local energy, which depends on the interelectronic angle.

## Table of computed values

```
a0 = 52.9177 pm
det d(x,y,z)/d(u,mu,phi) = -exp(3*u)
box test: r_i = 66.15 pm, Delta = 2.0, cone 30 deg; P(box) sampled/quadrature
  alpha = 3.0: inner 0.0104/0.0104, outer 0.0132/0.0136
  alpha = 2.0: inner 0.0066/0.0066, outer 0.0202/0.0199
  alpha = 1.5: inner 0.0051/0.0050, outer 0.0226/0.0228
weighted ln ratio (r_i=a0, delta=0.05, du=0.04): quad 3.3302e-05, formula 3.3315e-05
1s tau_r, Cartesian kappa*sigma = 0.05: grid 1731.6, formula 1727.7 moves (coef 1.596)
1s tau_r, log-uniform delta = 0.12: grid 294.2, formula 294.6 moves (coef 0.504)
1s tau_r, weighted delta = 0.12: grid 276.2, formula 277.8 moves (coef 0.000)
1s Cartesian large step: exponent 2.994, C = tau/(kappa sigma)^3 = 1.988
1s best Cartesian: kappa*sigma = 1.10, tau_r = 19.67 moves
two shells, kappa ratio 100: kappa_c*sigma = 7.35, tau = 832 moves
two shells, kappa ratio 300: kappa_c*sigma = 11.35, tau = 2968 moves
minimax exponent at these ratios = 1.158
log-uniform Delta=3 on one fixed grid: tau_r(Z=1) = 6.328, tau_r(Z=6) = 6.324 moves
1s Delta=2: log acc 0.774 tau_r 12.24; weighted acc 0.976 tau_r 8.17
1s Delta=3: log acc 0.656 tau_r 6.33; weighted acc 0.930 tau_r 3.39
1s Delta=5: log acc 0.531 tau_r 4.21; weighted acc 0.865 tau_r 1.87
1s Delta=8: log acc 0.441 tau_r 3.68; weighted acc 0.821 tau_r 1.46
H 1s walkers log, Delta=3, cone 90 deg: <r> = 79.37(0.13) pm, exact 79.38 pm
  tau_r 5.98(0.25) grid 6.33; tau_z 4.57(0.18) grid 4.85
H 1s walkers wt, Delta=3, cone 90 deg: <r> = 79.41(0.14) pm, exact 79.38 pm
  tau_r 3.04(0.18) grid 3.39; tau_z 2.81(0.16) grid 2.95
no Jacobian, delta=1: <ln(r/a0)> = -5.31 (t=100), -10.14 (t=400); predicted drop 4.61
two centres 105.84 pm apart, Delta=3; d = distance to nearest nucleus
  quadrature: P_A 0.5148, <d> 61.75 pm, <d^2> 5297 pm^2
  correct: P_A 0.5176, <d> 61.76 pm, <d^2> 5294 pm^2, max 1.3 sigma
  naive: P_A 0.5013, <d> 63.13 pm, <d^2> 5588 pm^2, max 18.3 sigma
Be RHF: E = -63.5346 aJ, -V/T = 2.00000
  <r^2> 1s 652.3, 2s 23597, sum 24249 pm^2; sum <1/r> 0.07945 1/pm
  <r_<> = 21.39 pm, <r_>> = 140.8 pm
Be cart sigma = 15 pm: acc 0.630, tau(r_<) 41.6, tau(r_>) 235.8 moves
Be cart sigma = 25 pm: acc 0.504, tau(r_<) 54.8, tau(r_>) 103.3 moves
Be cart sigma = 40 pm: acc 0.395, tau(r_<) 124.3, tau(r_>) 54.1 moves
Be cart sigma = 60 pm: acc 0.308, tau(r_<) 314.8, tau(r_>) 35.6 moves
Be cart sigma = 90 pm: acc 0.220, tau(r_<) 854.1, tau(r_>) 29.2 moves
Be log Delta = 2: acc 0.740, tau(r_<) 25.8, tau(r_>) 16.3 moves
Be log Delta = 3: acc 0.612, tau(r_<) 13.5, tau(r_>) 9.8 moves
Be log Delta = 5: acc 0.485, tau(r_<) 8.9, tau(r_>) 8.1 moves
Be log Delta = 8: acc 0.399, tau(r_<) 7.6, tau(r_>) 8.8 moves
Be wt Delta = 2: acc 0.966, tau(r_<) 17.7, tau(r_>) 9.8 moves
Be wt Delta = 3: acc 0.908, tau(r_<) 7.9, tau(r_>) 5.0 moves
Be wt Delta = 5: acc 0.842, tau(r_<) 4.7, tau(r_>) 3.7 moves
Be wt Delta = 8: acc 0.809, tau(r_<) 3.6, tau(r_>) 3.5 moves
best worst-case tau: cart 103.3 (25 pm), log 8.8 (Delta 8), wt 3.6 (Delta 8)
gain over Cartesian: log 11.75, weighted 28.34
Be walkers cart 40: acc 0.395, tau(r_<) 117.8(4.6), tau(r_>) 57.2(2.7) moves
  sum r^2 24296(117) pm^2, sum 1/r 0.08134(0.00158) 1/pm
Be walkers log 3: acc 0.611, tau(r_<) 13.1(0.5), tau(r_>) 10.3(0.4) moves
  sum r^2 24254(46) pm^2, sum 1/r 0.07919(0.00020) 1/pm
```
